# Why a Real First Born Amplitude Does Not Violate the Optical Theorem

## Definitions and conventions

An electron of energy $E=k^2/2$ scatters from a fixed local potential $V(\mathbf r)$. Hartree atomic units are used, so $\hbar=m=e=1$ and lengths are in bohr. The potential is real and short-ranged, and its strength is proportional to a coupling $g$. Far from the target the wave function is

$$\psi(\mathbf r)\to e^{i\mathbf k\cdot\mathbf r}+f(\mathbf k')\,\frac{e^{ikr}}{r},\qquad \mathbf k'=k\,\hat{\mathbf r}.$$

The elastic cross-section is $\sigma=\int|f|^2d\Omega$, and $f(0)$ denotes the forward amplitude, $\mathbf k'=\mathbf k$.

Let $\phi_{\mathbf p}=e^{i\mathbf p\cdot\mathbf r}$, $\phi=\phi_{\mathbf k}$ and $H_0=p^2/2$. The outgoing solution obeys

$$\psi=\phi+GV\psi,\qquad G=(E-H_0+i\varepsilon)^{-1},\quad \varepsilon\to0^+.$$

In position space $G=-e^{ikR}/(2\pi R)$ with $R=|\mathbf r-\mathbf r'|$. At large $r$, $R\approx r-\hat{\mathbf r}\cdot\mathbf r'$, and therefore

$$f(\mathbf k')=-\frac1{2\pi}\langle\phi_{\mathbf k'}|V|\psi\rangle .$$

The first Born approximation replaces $\psi$ by $\phi$. In the forward direction the two plane-wave phases cancel:

$$f_1(0)=-\frac1{2\pi}\int V(\mathbf r)\,d^3r .$$

This is real. The optical theorem, however, says $\operatorname{Im}f(0)=k\sigma/4\pi$, and the first Born cross-section is positive. The left side seems to be zero and the right side is not.

## What the theorem compares

The theorem follows from the equation for $\psi$. Its adjoint gives $\langle\phi|=\langle\psi|-\langle\psi|VG^\dagger$, so

$$\langle\phi|V|\psi\rangle=\langle\psi|V|\psi\rangle-\langle\psi|VG^\dagger V|\psi\rangle .$$

The first term on the right is real because $V$ is real. In the second, $1/(x-i\varepsilon)$ has imaginary part $\pi\delta(x)$. Inserting plane waves with measure $d^3p/(2\pi)^3$ gives

$$\operatorname{Im}\langle\phi|V|\psi\rangle=-\pi\int\frac{d^3p}{(2\pi)^3}\,\delta\!\left(\frac{k^2-p^2}{2}\right)|\langle\phi_{\mathbf p}|V|\psi\rangle|^2 .$$

The radial integral is $\int p^2dp\,\delta((k^2-p^2)/2)=k$, because the argument has slope $-k$ at $p=k$. On the energy shell the matrix element is $-2\pi f$. The right side becomes $-\pi\,k\,(4\pi^2/8\pi^3)\,\sigma=-k\sigma/2$. Multiplication by $-1/2\pi$ yields

$$\operatorname{Im}f(0)=\frac{k\sigma}{4\pi}.$$

Physically, the incident wave carries flux density $k$, and the scattered wave carries away $k\sigma$ in total. In a steady state with no absorption, the interference between the two waves must remove the same amount. The theorem expresses this removal as $4\pi\operatorname{Im}f(0)$.

One side is linear in the amplitude and the other is quadratic. Iterating $\psi=\phi+GV\phi+\dots$ gives $f=f_1+f_2+\dots$, with $f_n\propto g^n$. The cross-section therefore starts at order $g^2$. At order $g$ the theorem states $\operatorname{Im}f_1(0)=0$, which the first Born amplitude satisfies. At order $g^2$ it states

$$\operatorname{Im}f_2(0)=\frac{k}{4\pi}\int|f_1|^2d\Omega .$$

This relation can also be read directly from $f_2(0)=-\langle\phi|VGV|\phi\rangle/2\pi$. Since $\operatorname{Im}[1/(x+i\varepsilon)]=-\pi\delta(x)$, the same shell integral appears with $\psi$ replaced by $\phi$. The imaginary part comes from intermediate states that conserve energy, which are the states into which the electron can really scatter.

The apparent violation thus sets a forward amplitude known to order $g$ against a cross-section of order $g^2$. The missing term is of the same order as the cross-section itself.

## The Yukawa potential, first order

Take $V=g\,e^{-\mu r}/r$ with $\mu>0$. Its Fourier transform is

$$\tilde V(q)=\frac{4\pi g}{q}\int_0^\infty e^{-\mu r}\sin(qr)\,dr=\frac{4\pi g}{\mu^2+q^2},$$

and multiplication by $-1/2\pi$ gives

$$f_1=-\frac{2g}{\mu^2+q^2},\qquad q^2=2k^2(1-\cos\theta).$$

Since $q\,dq=k^2\sin\theta\,d\theta$, the solid angle after the azimuthal integral is $2\pi q\,dq/k^2$. Thus

$$\sigma_1=\frac{8\pi g^2}{k^2}\int_0^{2k}\frac{q\,dq}{(\mu^2+q^2)^2}
=\frac{4\pi g^2}{k^2}\left[\frac1{\mu^2}-\frac1{\mu^2+4k^2}\right]
=\frac{16\pi g^2}{\mu^2(\mu^2+4k^2)} .$$

## The second Born forward amplitude

Inserting plane waves on both sides of $G$ gives

$$f_2(0)=-\frac1{2\pi}\int\frac{d^3p}{(2\pi)^3}\,\frac{2\,\tilde V(|\mathbf p-\mathbf k|)^2}{k^2-p^2+i\varepsilon}
=\frac{2g^2}{\pi^2}J,$$

$$J=\int\frac{d^3p}{(p^2-k^2-i\varepsilon)(\mu^2+|\mathbf p-\mathbf k|^2)^2}.$$

The prefactor is $2\cdot16\pi^2/(2\pi\cdot8\pi^3)=2/\pi^2$, and the minus sign was used to reverse the first denominator.

Both factors are Fourier transforms of simple functions. The first belongs to $e^{ikr}/(4\pi r)$. For the second, start from

$$\frac1{\mu^2+s^2}=\int e^{-i\mathbf s\cdot\mathbf r}\,\frac{e^{-\mu r}}{4\pi r}\,d^3r .$$

Differentiating with respect to $\mu$ and dividing by $-2\mu$ shows that $1/(\mu^2+s^2)^2$ belongs to $e^{-\mu r}/(8\pi\mu)$. The integral over $\mathbf p$ produces $(2\pi)^3\delta(\mathbf r+\mathbf r')$, which leaves

$$J=(2\pi)^3\int\frac{e^{ikr}}{4\pi r}\,\frac{e^{-\mu r}}{8\pi\mu}\,e^{-i\mathbf k\cdot\mathbf r}\,d^3r
=\frac{\pi}{4\mu}\int\frac{e^{-(\mu-ik)r}}r\,e^{-i\mathbf k\cdot\mathbf r}\,d^3r .$$

The last integral is the Yukawa transform with $\mu$ replaced by $\mu-ik$:

$$\frac{4\pi}{(\mu-ik)^2+k^2}=\frac{4\pi}{\mu(\mu-2ik)} .$$

Hence $J=\pi^2/[\mu^2(\mu-2ik)]$ and

$$f_2(0)=\frac{2g^2}{\mu^2(\mu-2ik)}=\frac{2g^2(\mu+2ik)}{\mu^2(\mu^2+4k^2)} .$$

Its imaginary part is

$$\operatorname{Im}f_2(0)=\frac{4g^2k}{\mu^2(\mu^2+4k^2)}=\frac{k\sigma_1}{4\pi}.$$

The theorem is restored at its leading nonzero order. At this order the sign of $g$ does not matter: attraction and repulsion both remove flux from the incident wave, and by the same amount. Odd higher orders make the amounts differ.

## The same account in partial waves

For a central potential

$$f(0)=\frac1k\sum_l(2l+1)\,e^{i\delta_l}\sin\delta_l .$$

With a real potential the phase shifts are real. Write $\delta_l=\delta_l^{(1)}+\delta_l^{(2)}+\dots$ in powers of $g$. Then

$$e^{i\delta_l}\sin\delta_l=\delta_l^{(1)}+\delta_l^{(2)}+i\left(\delta_l^{(1)}\right)^2+O(g^3).$$

First Born keeps the first term alone. The second-order correction to the phase is real, so the imaginary part at order $g^2$ is fixed by the first-order phase. Expanding both plane waves in $f_1$ and comparing the coefficients of $P_l(\cos\theta)$ gives

$$\delta_l^{(1)}=-2k\int_0^\infty V(r)\,j_l(kr)^2\,r^2dr .$$

A partial wave with a small phase shift $\delta$ has a real part of order $\delta$ but scatters a flux of order $\delta^2$. Linearizing the amplitude discards the second effect.

## Numbers for a fast electron

Take $g=-1$, a screening length of 0.037 nm and an electron energy of 500 eV. In atomic units $\mu=1.430$ and $k=6.062$, so $\mu^2=2.045$ and $\mu^2+4k^2=149.0$. The first Born results are

$$f_1(0)=\frac{2}{2.045}=0.978\ \text{bohr},\qquad
\sigma_1=\frac{16\pi}{2.045\times149.0}=0.165\ \text{bohr}^2,$$

the latter being $4.62\times10^{-4}\ \text{nm}^2$. The theorem requires an imaginary part $k\sigma_1/4\pi=0.0795$ bohr. First Born supplies zero, and second Born supplies

$$\operatorname{Im}f_2(0)=\frac{4\times6.062}{2.045\times149.0}=0.0795\ \text{bohr},$$

or $4.21\times10^{-3}$ nm. The $s$ wave has $\delta_0^{(1)}=0.354$ and contributes $0.354^2/6.062=0.021$ bohr, about a quarter of the total. Higher partial waves supply the rest.

Numerical integration of the radial equation for $l\le90$ gives the amplitude of this model without truncating in $g$: $0.977+0.0809i$ bohr. Its imaginary part is 1.7% above the second Born value. The real part shows something less expected. Since $\operatorname{Re}f_2(0)=0.0094$ bohr, the second-order sum is 0.987 bohr, farther from 0.977 than first Born alone. Higher orders nearly cancel the second-order real part here. Part of the third-order contribution is visible in the expansion $\operatorname{Re}(e^{i\delta}\sin\delta)=\delta-\tfrac23\delta^3+\dots$, whose cubic term contributes about $-0.005$ bohr from the $s$ wave.

The different orders also appear when the coupling is varied at fixed $k$ and $\mu$. Between $g=-0.05$ and $g=-0.1$, the numerical real part grows as $|g|^{1.001}$ and the imaginary part as $|g|^{2.002}$.

## Limits of the low-order result

A simple measure of the second-order term is

$$\left|\frac{f_2(0)}{f_1(0)}\right|=\frac{|g|}{\sqrt{\mu^2+4k^2}} .$$

It is 0.082 at 500 eV. For $k\gg\mu$, $\operatorname{Im}f_2(0)\to g^2/(\mu^2k)$, while $f_1(0)$ stays fixed, so the forward amplitude becomes nearly real. For $k\to0$ the imaginary part also vanishes, as $4g^2k/\mu^4$, but the ratio tends to $|g|/\mu$. A small imaginary part at low energy is therefore no sign that the Born series is accurate.

At 3 eV, with $g$ and $\mu$ unchanged, the ratio is 0.58. Second Born gives $\operatorname{Im}f_2(0)=0.31$ bohr, whereas the numerical solution gives 1.24 bohr, four times as much. The identity $\operatorname{Im}f_2(0)=k\sigma_1/4\pi$ still holds; both of its sides are poor approximations to the full quantities. As $\mu\to0$ at fixed $k$, both sides diverge, and the short-range argument no longer applies.

## When first Born has an imaginary part

Reality of $f_1(0)$ depends on reality of the potential. Let $V=V_R-iW$ with $W\ge0$. Then $\operatorname{Im}f_1(0)=\int W\,d^3r/2\pi$. The Schrödinger equation gives an absorption rate $2\int W|\psi|^2d^3r$. Since $W$ is already of first order, $|\psi|^2$ may be replaced by its zeroth-order value 1. Division by the incident flux $k$ then gives, to first order,

$$\sigma_{\rm abs}=\frac2k\int W\,d^3r=\frac{4\pi}{k}\operatorname{Im}f_1(0).$$

Absorption is linear in $W$, so first Born can account for it; elastic scattering remains quadratic. For $g=-0.01i$ at 500 eV the formula gives 0.02027 bohr², and numerical phase shifts give 0.02024 bohr².

## Beside a hydrogen discharge

The 500 eV example lies roughly in the regime of secondary electrons accelerated through a high-voltage sheath in a capacitively coupled hydrogen discharge; 3 eV is a rough bulk-electron energy. The gas in such a discharge is usually mostly molecular; the comparison here is with a free hydrogen atom, whose static potential the Yukawa target resembles in its first Born forward amplitude: the static atomic potential gives $f_1(0)=1.00$ bohr and a Born elastic cross-section of 0.197 bohr². The estimates that follow are for 500 eV; at 3 eV the atom has no open inelastic channel (the threshold is 10.2 eV) and these high-energy estimates do not apply. At 500 eV the assumption that fails most is the absence of inelastic channels. A Born closure estimate, using the ground-state form factor and a mean excitation energy of 12.6 eV from a dipole pseudostate calculation, gives an inelastic cross-section near 1.9 bohr², eleven times the model's elastic value. Through the optical theorem with the total cross-section, this adds about 0.9 bohr to $\operatorname{Im}f(0)$, against 0.08 bohr in the model. Polarization changes the real part of the forward amplitude by several tenths of a bohr. The simple potential $-\alpha/[2(r^2+d^2)^2]$, with $\alpha=4.5$ bohr³ and $d$ equal to $k$ divided by the mean excitation energy, gives 0.27 bohr. A second Born closure sum over the excited states, with the same mean energy, gives about 0.53 bohr, so the simple potential is low by a factor of two. Exchange, of size $2/k^2$, enters at about 0.05 bohr. The model therefore illustrates elastic flux balance and does not predict the total scattering by atomic hydrogen.
